# How accurate are derivatives taken through an unfinished eigenvector iteration?: verification in Python

```python
"""
Result under test: differentiating k steps of a linearly convergent iteration
gives a derivative that converges, generally with error ~ k*rho**k, whereas the
iterate and implicit differentiation at the iterate have error ~ rho**k.
For the Rayleigh quotient the unrolled derivative has error ~ k*rho**(2k),
but the Hellmann-Feynman expression at the iterate has error ~ rho**k.

H: symmetric matrix; V: dH/dtheta; shift: sigma in M = sigma - H;
E0, E1: lowest eigenvalues; gap = E1-E0; rho = (sigma-E1)/(sigma-E0);
lam = d ln(rho)/dtheta; delta: angle from exact eigenvector to iterate;
alpha_rate: rotation rate of the exact two-level eigenvector.
All quantities are dimensionless; angles are in radians.
"""
import numpy as np
import mpmath as mp


def power_with_tangent(H, V, shift, start, steps):
    """Power iterates and their derivatives by the differentiated recurrence."""
    x = start / np.linalg.norm(start)
    dx = np.zeros_like(x)
    xs, dxs = [x], [dx]
    for _ in range(steps):
        y = shift * x - H @ x
        dy = shift * dx - H @ dx - V @ x
        size = np.linalg.norm(y)
        x = y / size
        dx = (dy - x * (x @ dy)) / size
        xs.append(x)
        dxs.append(dx)
    return np.array(xs), np.array(dxs)


def implicit_derivative(H, V, x):
    """Bordered eigenvector-response equation evaluated at an inexact vector."""
    n = len(x)
    matrix = np.zeros((n + 1, n + 1))
    matrix[:n, :n] = H - (x @ H @ x) * np.eye(n)
    matrix[:n, n] = x
    matrix[n, :n] = x
    return np.linalg.solve(matrix, np.append(-V @ x, 0.0))[:n]


def energy_derivative(H, V, x, dx):
    return x @ V @ x + 2 * dx @ H @ x


def settled_below(errors, tolerance):
    """First index from which all stored errors stay below tolerance."""
    above = np.flatnonzero(np.abs(errors) >= tolerance)
    first = 0 if len(above) == 0 else int(above[-1]) + 1
    assert first < len(errors)
    return first


# General scalar fixed point: x = theta*cos(x), at high precision.
mp.mp.dps = 70
theta = mp.mpf("0.8")
root = mp.findroot(lambda z: z - theta * mp.cos(z), 0.6)
root_rate = mp.cos(root) / (1 + theta * mp.sin(root))
step = mp.mpf("1e-20")
root_plus = mp.findroot(lambda z: z - (theta + step) * mp.cos(z), root)
root_minus = mp.findroot(lambda z: z - (theta - step) * mp.cos(z), root)
assert abs((root_plus - root_minus) / (2 * step) - root_rate) < mp.mpf("1e-30")
multiplier = -theta * mp.sin(root)
multiplier_rate = -mp.sin(root) - theta * mp.cos(root) * root_rate
z, dz = mp.mpf("0.2"), mp.mpf(0)
log_rates = []
for _ in range(62):
    log_rates.append((dz - root_rate) / (z - root))
    z, dz = theta * mp.cos(z), mp.cos(z) - theta * mp.sin(z) * dz
scalar_slope = log_rates[61] - log_rates[60]
scalar_prediction = multiplier_rate / multiplier
assert abs(scalar_slope - scalar_prediction) < mp.mpf("1e-12")

# Two-level model: exact formulas against actual iterations and linear solves.
H = np.array([[0.0, 0.1], [0.1, 1.0]])
V = np.diag([0.0, 1.0])
shift = 10.0
start = np.array([2.0, 1.0]) / np.sqrt(5)
steps = 300
energies, vectors = np.linalg.eigh(H)
v0 = vectors[:, 0] * np.sign(vectors[0, 0])
v1 = np.array([-v0[1], v0[0]])
E0, E1 = energies
gap = E1 - E0
V00, V11, V01 = v0 @ V @ v0, v1 @ V @ v1, v0 @ V @ v1
gap_rate = V11 - V00
rho = (shift - E1) / (shift - E0)
lam = V00 / (shift - E0) - V11 / (shift - E1)
alpha_rate = -V01 / gap


def ground_data(parameter):
    values, states = np.linalg.eigh(H + parameter * V)
    state = states[:, 0] * np.sign(states[0, 0])
    ratio = (shift - values[1]) / (shift - values[0])
    return np.arctan2(state[1], state[0]), np.log(ratio)


h = 1e-5
angle_plus, logratio_plus = ground_data(h)
angle_minus, logratio_minus = ground_data(-h)
assert abs((angle_plus - angle_minus) / (2 * h) - alpha_rate) < 1e-8
assert abs((logratio_plus - logratio_minus) / (2 * h) - lam) < 1e-8

xs, dxs = power_with_tangent(H, V, shift, start, steps)
plus = power_with_tangent(H + h * V, V, shift, start, 20)[0][-1]
minus = power_with_tangent(H - h * V, V, shift, start, 20)[0][-1]
assert np.linalg.norm((plus - minus) / (2 * h) - dxs[20]) < 1e-8

ks = np.arange(steps + 1)
delta = np.arctan2(xs @ v1, xs @ v0)
assert np.allclose(np.tan(delta), rho**ks * np.tan(delta[0]),
                   rtol=1e-10, atol=1e-13)
tangents = np.column_stack((-xs[:, 1], xs[:, 0]))
unrolled = np.sum(tangents * dxs, axis=1) - alpha_rate
unrolled_formula = 0.5 * np.sin(2 * delta) * (
    ks * lam - 2 * alpha_rate / np.sin(2 * delta[0]))
assert np.allclose(unrolled, unrolled_formula, rtol=1e-9, atol=1e-12)

implicit = np.array([u @ implicit_derivative(H, V, x)
                     for u, x in zip(tangents, xs)]) - alpha_rate
implicit_formula = -gap_rate / (2 * gap) * np.tan(2 * delta)
assert np.allclose(implicit, implicit_formula, rtol=1e-9, atol=1e-12)
ratios = np.abs(unrolled / implicit)
ratio_slope = (ratios[140] - ratios[120]) / 20
ratio_prediction = abs(lam * gap / gap_rate)
assert abs(ratio_slope / ratio_prediction - 1) < 1e-5

# Close to an angle of pi/4 the implicit equation is almost singular.
bad_angle = np.pi / 4 - 0.001
bad_x = np.cos(bad_angle) * v0 + np.sin(bad_angle) * v1
bad_u = np.array([-bad_x[1], bad_x[0]])
bad_error = bad_u @ implicit_derivative(H, V, bad_x) - alpha_rate
assert abs(bad_error) > 100 * abs(alpha_rate)

# Eigenvalue derivatives: full response versus expectation value alone.
rayleigh_error = np.array([x @ H @ x for x in xs]) - E0
assert np.allclose(rayleigh_error, gap * np.sin(delta)**2, atol=1e-12)
energy_unrolled = np.array([energy_derivative(H, V, x, dx)
                            for x, dx in zip(xs, dxs)]) - V00
energy_hf = np.array([x @ V @ x for x in xs]) - V00
assert np.allclose(energy_unrolled, gap_rate * np.sin(delta)**2
                   + gap * np.sin(2 * delta) * unrolled_formula, atol=1e-12)
assert np.allclose(energy_hf, gap_rate * np.sin(delta)**2
                   + V01 * np.sin(2 * delta), atol=1e-12)
assert abs(energy_unrolled[100]) < abs(energy_hf[100])

# Rise, its small-angle estimate, and two changes of circumstances.
peak = int(np.argmax(np.abs(unrolled)))
assert peak > 0 and abs(unrolled[peak]) > abs(unrolled[0])
peak_estimate = -1 / np.log(rho) + 2 * alpha_rate / (
    lam * np.sin(2 * delta[0]))
# b/a = -2 alpha_rate/(lam sin(2 delta0)), so -b/a has the plus sign above.
crossover = int(np.flatnonzero(np.abs(unrolled) <= np.abs(implicit))[
    np.flatnonzero(np.abs(unrolled) <= np.abs(implicit)) < 150][-1]) + 1
assert np.all(np.abs(unrolled[crossover:150])
              > np.abs(implicit[crossover:150]))

other_start = np.array([2.0, -1.0]) / np.sqrt(5)
other_xs, other_dxs = power_with_tangent(H, V, shift, other_start, 60)
other_u = np.column_stack((-other_xs[:, 1], other_xs[:, 0]))
other_error = np.sum(other_u * other_dxs, axis=1) - alpha_rate
sign_change = int(np.flatnonzero(other_error * other_error[0] < 0)[0])
assert abs(other_error[1]) < abs(other_error[0])

V_rotation = V01 * (np.outer(v0, v1) + np.outer(v1, v0))
rot_xs, rot_dxs = power_with_tangent(H, V_rotation, shift, start, 150)
rot_u = np.column_stack((-rot_xs[:, 1], rot_xs[:, 0]))
rot_error = np.sum(rot_u * rot_dxs, axis=1) - alpha_rate
assert np.all(np.diff(np.abs(rot_error)) < 0)
rot_scaled = rot_error / rho**np.arange(151)
assert abs(rot_scaled[140] / rot_scaled[100] - 1) < 1e-6

# Restart: exact vector frozen as the start, tangent initially zero.
restart_xs, restart_dxs = power_with_tangent(H, V, shift, v0, steps)
restart_u = np.column_stack((-restart_xs[:, 1], restart_xs[:, 0]))
restart_error = np.sum(restart_u * restart_dxs, axis=1) - alpha_rate
assert np.allclose(restart_error, -alpha_rate * rho**ks, atol=1e-12)

# Many states: eight-site chain in a linear potential, theta is its slope.
n = 8
V_chain = np.diag(np.arange(n, dtype=float))
H_chain = 0.5 * V_chain - np.eye(n, k=1) - np.eye(n, k=-1)
chain_shift = 8.0
chain_start = np.ones(n) / np.sqrt(n)
ec, vc = np.linalg.eigh(H_chain)
if vc[:, 0] @ chain_start < 0:
    vc[:, 0] *= -1
mu = chain_shift - ec
assert mu[1] > np.max(np.abs(mu[2:]))
chain_rho = mu[1] / mu[0]
V_eigen = vc.T @ V_chain @ vc
chain_lam = V_eigen[0, 0] / mu[0] - V_eigen[1, 1] / mu[1]
overlap_ratio = (vc[:, 1] @ chain_start) / (vc[:, 0] @ chain_start)
chain_exact = -vc[:, 1:] @ (V_eigen[1:, 0] / (ec[1:] - ec[0]))
cx, cdx = power_with_tangent(H_chain, V_chain, chain_shift, chain_start, 140)
scaled_a = (cdx[120] - chain_exact) / chain_rho**120
scaled_b = (cdx[140] - chain_exact) / chain_rho**140
chain_slope = (scaled_b - scaled_a) / 20
chain_prediction = chain_lam * overlap_ratio * vc[:, 1]
assert np.linalg.norm(chain_slope - chain_prediction) < (
    1e-3 * np.linalg.norm(chain_prediction))
imp_a = (implicit_derivative(H_chain, V_chain, cx[120])
         - chain_exact) / chain_rho**120
imp_b = (implicit_derivative(H_chain, V_chain, cx[140])
         - chain_exact) / chain_rho**140
assert np.linalg.norm(imp_b - imp_a) < 1e-3 * np.linalg.norm(imp_a)
chain_hf = (cx[120] @ V_chain @ cx[120] - V_eigen[0, 0]) / chain_rho**120
chain_hf_prediction = 2 * V_eigen[0, 1] * overlap_ratio
assert abs(chain_hf / chain_hf_prediction - 1) < 1e-3
eq = [(energy_derivative(H_chain, V_chain, cx[k], cdx[k])
       - V_eigen[0, 0]) / chain_rho**(2 * k) for k in (60, 70)]
energy_slope = (eq[1] - eq[0]) / 10
energy_prediction = 2 * chain_lam * (ec[1] - ec[0]) * overlap_ratio**2
assert abs(energy_slope / energy_prediction - 1) < 1e-3

print("All values dimensionless; angles in rad")
print(f"scalar map: theta={float(theta):.2f}, start=0.20")
print(f"scalar fixed point={float(root):.8f}, rate={float(root_rate):.8f}")
print(f"scalar multiplier={float(multiplier):.8f}")
print(f"scalar log-error slope={float(scalar_slope):.8f}")
print(f"scalar predicted slope={float(scalar_prediction):.8f}")
print(f"two-level coupling={H[0,1]:.2f}, spacing={H[1,1]:.2f}")
print(f"two-level shift={shift:.2f}, start={start[0]:.6f},{start[1]:.6f}")
print(f"E0={E0:.8f}, E1={E1:.8f}, gap={gap:.8f}")
print(f"V00={V00:.8f}, V11={V11:.8f}, V01={V01:.8f}")
print(f"gap derivative={gap_rate:.8f}")
print(f"rho={rho:.8f}, d ln(rho)/dtheta={lam:.8f}")
print(f"exact eigenvector rotation rate={alpha_rate:.8f}")
print(f"initial angle error={delta[0]:.8f}")
print("k | angle error | unrolled error | implicit error")
for k in (0, 1, 2, 5, 10, 20, 40, 80, 120):
    print(f"{k:3d} | {delta[k]:.5e} | {unrolled[k]:.5e} | {implicit[k]:.5e}")
print("k | energy error | unrolled dE error | HF dE error")
for k in (0, 5, 10, 20, 40, 80):
    print(f"{k:3d} | {rayleigh_error[k]:.5e} | "
          f"{energy_unrolled[k]:.5e} | {energy_hf[k]:.5e}")
print(f"unrolled peak: k={peak}, absolute error={abs(unrolled[peak]):.6f}")
print(f"small-angle peak estimate: k={peak_estimate:.4f}")
print(f"implicit error smaller from k={crossover}")
print(f"error-ratio slope per step={ratio_slope:.7f}")
print(f"predicted ratio slope={ratio_prediction:.7f}")
print("iterations to stay below 1e-8:")
for label, errors in (("angle", delta), ("unrolled", unrolled),
                      ("implicit", implicit), ("restart tangent", restart_error),
                      ("unrolled dE", energy_unrolled), ("HF dE", energy_hf)):
    print(f"  {label}: {settled_below(errors, 1e-8)}")
print(f"other start: error changes sign by k={sign_change}")
print(f"other start: errors k=0,1={other_error[0]:.6f},{other_error[1]:.6f}")
print(f"lambda=0 case: errors k=0,10={rot_error[0]:.6f},{rot_error[10]:.6f}")
print(f"implicit error at pi/4-0.001={bad_error:.5f}")
print(f"chain: sites={n}, shift={chain_shift:.1f}, rho={chain_rho:.8f}")
print(f"chain vector slope norm={np.linalg.norm(chain_slope):.8f}")
print(f"chain predicted norm={np.linalg.norm(chain_prediction):.8f}")
print(f"chain implicit error/rho^k={np.linalg.norm(imp_b):.8f}")
print(f"chain HF error/rho^k={chain_hf:.8f}")
print(f"chain dE slope={energy_slope:.7f}, predicted={energy_prediction:.7f}")
print("done: every assertion held")
```

It prints:

```
All values dimensionless; angles in rad
scalar map: theta=0.80, start=0.20
scalar fixed point=0.64113428, rate=0.54205383
scalar multiplier=-0.47848389
scalar log-error slope=1.97631347
scalar predicted slope=1.97631347
two-level coupling=0.10, spacing=1.00
two-level shift=10.00, start=0.894427,0.447214
E0=-0.00990195, E1=1.00990195, gap=1.01980390
V00=0.00970966, V11=0.99029034, V01=-0.09805807
gap derivative=0.98058068
rho=0.89812049, d ln(rho)/dtheta=-0.10918345
exact eigenvector rotation rate=0.09615385
initial angle error=0.56234539
k | angle error | unrolled error | implicit error
  0 | 5.62345e-01 | -9.61538e-02 | -1.00524e+00
  1 | 5.15056e-01 | -1.38186e-01 | -8.00800e-01
  2 | 4.70305e-01 | -1.74323e-01 | -6.59130e-01
  5 | 3.52857e-01 | -2.46164e-01 | -4.09666e-01
 10 | 2.11966e-01 | -2.68405e-01 | -2.16970e-01
 20 | 7.33509e-02 | -1.75180e-01 | -7.10401e-02
 40 | 8.56775e-03 | -3.92427e-02 | -8.23903e-03
 80 | 1.16483e-04 | -1.04227e-03 | -1.12003e-04
120 | 1.58360e-06 | -2.10859e-05 | -1.52269e-06
k | energy error | unrolled dE error | HF dE error
  0 | 2.89902e-01 | 1.90290e-01 | 1.90290e-01
  5 | 1.21791e-01 | -4.57113e-02 | 5.35084e-02
 10 | 4.51372e-02 | -6.91931e-02 | 3.06524e-03
 20 | 5.47708e-03 | -2.08479e-02 | -9.06734e-03
 40 | 7.48583e-05 | -6.13748e-04 | -1.60821e-03
 80 | 1.38369e-08 | -2.34317e-07 | -2.28308e-05
unrolled peak: k=9, absolute error=0.270973
small-angle peak estimate: k=7.3542
implicit error smaller from k=9
error-ratio slope per step=0.1135508
predicted ratio slope=0.1135508
iterations to stay below 1e-8:
  angle: 168
  unrolled: 196
  implicit: 167
  restart tangent: 150
  unrolled dE: 96
  HF dE: 152
other start: error changes sign by k=3
other start: errors k=0,1=-0.096154,-0.055020
lambda=0 case: errors k=0,10=-0.096154,-0.043843
implicit error at pi/4-0.001=-240.38429
chain: sites=8, shift=8.0, rho=0.88775625
chain vector slope norm=0.09405693
chain predicted norm=0.09405675
chain implicit error/rho^k=0.91306433
chain HF error/rho^k=0.93136837
chain dE slope=-0.1090534, predicted=-0.1090626
done: every assertion held
```
